# How Rotation Changes Symmetric-Top Dissociation Rates for Adiabatic and Active K, part 1

(Sections cited here and not found follow in the second part.)

A master-equation calculation for a dissociating symmetric top needs a table of microcanonical rates, and two choices precede it. One is whether to keep $K$, the projection of the angular momentum on the figure axis, as an index, $k(E,J,K)$, or to sum over it, $k(E,J)$. The other is whether the $J$ dependence at fixed total energy $E$ can be dropped, and if not, which way it goes. The two are linked, because the treatment of $K$ can reverse the sign of the $J$ dependence. In the model worked out below, at $E=35000$ cm⁻¹ and $J=60$, the rate is $0.74$ of the rotationless rate if $K$ exchanges energy with the vibrations, and $1.07$ of it for $K=0$ if it does not. Whether rotation accelerates or slows dissociation depends on $E$, on $J$ and on the treatment of $K$, and for adiabatic $K$ also on the value of $K$.

## Assumptions and conventions

Energies are in cm⁻¹. $E$ is the total energy above the vibrational ground level of the non-rotating reactant, and $E_0$ is the threshold on the same scale. A superscript $\ddagger$ marks the transition state (TS). Write $X=J(J+1)$ and $L=J+\tfrac12$, so that $X=L^2-\tfrac14$.

(A1) Reactant and TS are rigid symmetric tops with a common figure axis and constants $A,B$ and $A^\ddagger,B^\ddagger$, all positive. Set $a=A-B$ and $a^\ddagger=A^\ddagger-B^\ddagger$; $a>0$ is prolate and $a<0$ oblate.

(A2) All reactant states with the same conserved quantum numbers are equally populated on the time scale of reaction.

(A3) Motion along the reaction coordinate at the TS is classical and separable, with no recrossing and no tunnelling. The path degeneracy is one and nuclear-spin weights are ignored.

(A4) The reactant has $n+1$ vibrational modes with density of states $\rho(\epsilon)$ per cm⁻¹, and the TS has $n$ modes with cumulative count $N^\ddagger(\epsilon)$ and density $\rho^\ddagger=dN^\ddagger/d\epsilon$. Both are taken as smooth. The microcanonical temperatures are defined by
$$\beta=\frac{d\ln\rho}{d\epsilon}=\frac{hc}{k_BT},\qquad \beta^\ddagger=\frac{d\ln N^\ddagger}{d\epsilon}=\frac{hc}{k_BT^\ddagger}.$$
Without arguments they refer to $\epsilon=E$ and $\epsilon=E-E_0$.

$K$ is called adiabatic if it is conserved from reactant to TS, and active if Coriolis coupling scrambles it faster than the molecule reacts. Classical harmonic oscillators of wavenumbers $\tilde\nu_i$ have $\rho=\epsilon^n/(n!\prod\tilde\nu_i)$ and $N^\ddagger=\epsilon^n/(n!\prod\tilde\nu_i^\ddagger)$ for $\epsilon>0$ and zero below, with $E$ and $E_0$ measured from the well bottom. These follow from the Laplace transforms $\prod(z\tilde\nu_i)^{-1}$ of $\rho$ and $z^{-1}\prod(z\tilde\nu^\ddagger_i)^{-1}$ of $N^\ddagger$, both proportional to $z^{-(n+1)}$, whose inverse is $\epsilon^n/n!$. For them $\beta=n/E$, $\beta^\ddagger=n/(E-E_0)$, and $T^\ddagger/T=\tau\equiv1-E_0/E$.

## Theorem

Let $R=BX+aK^2$, $R^\ddagger=B^\ddagger X+a^\ddagger K^2$, $E>E_0$, and $k_0=k(E,J=0)$.

(i) The rates are
$$k_K\equiv k(E,J,K)=\frac{c\,N^\ddagger(E-E_0-R^\ddagger)}{\rho(E-R)},\qquad k_{\rm act}(E,J)=\frac{c\sum_{K=-J}^{J}N^\ddagger(E-E_0-R^\ddagger)}{\sum_{K=-J}^{J}\rho(E-R)}.$$

(ii) Adiabatic $K$: to first order in $R$ and $R^\ddagger$, $k_K>k_0$ if and only if $R^\ddagger/R<T^\ddagger/T$. For classical oscillators the criterion $R^\ddagger/R<\tau$ is exact for all $J\ge1$ and $K$ with $R<E$.

(iii) Active $K$, small $J$ (all $\beta R,\ \beta^\ddagger R^\ddagger\ll1$): to first order in $R$ and $R^\ddagger$, $k_{\rm act}>k_0$ if and only if $(A^\ddagger+2B^\ddagger)/(A+2B)<T^\ddagger/T$.

(iv) Active $K$, both tops prolate, classical oscillators, $K$ sums replaced by integrals, $aL^2\ge E-BX>0$ and $a^\ddagger L^2\ge E-E_0-B^\ddagger X>0$:
$$k_{\rm act}=\nu\sqrt{\frac{a}{a^\ddagger}}\left[\frac{E-E_0-B^\ddagger X}{E-BX}\right]^{n+1/2},\qquad \nu=c\,\frac{\prod\tilde\nu_i}{\prod\tilde\nu_i^\ddagger},$$
and $dk_{\rm act}/dX$ has the sign of $\tau-B^\ddagger/B$.

(v) With $K$ sums replaced by integrals and $X$ treated as continuous, for a prolate reactant and classical oscillators with $B^\ddagger/B<\tau<(A^\ddagger+2B^\ddagger)/(A+2B)$, and with $\tau$ below the upper bound by a relative margin large compared with $\beta^\ddagger a^\ddagger\ll1$, $k_{\rm act}$ first falls below $k_0$, passes through at least one minimum, and finally exceeds $k_0$.

## Lemmas

**Lemma 1 (rotor).** The levels are $R=BX+aK^2$ with $K=-J,\dots,J$, each $(2J+1)$-fold degenerate in the laboratory projection $M$. The unweighted mean of $R$ over $K$ is $X(A+2B)/3$.

*Proof.* With $z$ the figure axis, $H=B(J_x^2+J_y^2)+AJ_z^2=B\mathbf J^2+(A-B)J_z^2$. The operators $\mathbf J^2$, $J_z$ and the laboratory projection commute, which gives the levels. Over the $2J+1$ values of $K$ the traces of $J_x^2$, $J_y^2$, $J_z^2$ are equal, because the three operators are related by rotations, and they add up to $(2J+1)X$. The mean of $K^2$ is therefore $X/3$, and the mean of $R$ is $X[B+(A-B)/3]=X(A+2B)/3$. $\square$

**Lemma 2 (flux).** If the vibrations and the reaction coordinate share the energy $\epsilon$ at the TS, the one-way flux per unit energy is $N^\ddagger(\epsilon)/h$.

*Proof.* Let $q,p$ be the reaction coordinate and its momentum, with mass $m$. The states per unit total energy in the element $dq\,dp$ number $(dq\,dp/h)\,\rho^\ddagger(\epsilon-p^2/2m)$. Those with $p>0$ that lie within $dq=(p/m)\,dt$ of the surface cross it in $dt$. With $\epsilon_t=p^2/2m$ and $d\epsilon_t=(p/m)\,dp$,
$$\frac1h\int_0^\infty\frac pm\,\rho^\ddagger\!\left(\epsilon-\frac{p^2}{2m}\right)dp=\frac1h\int_0^\infty\rho^\ddagger(\epsilon-\epsilon_t)\,d\epsilon_t=\frac{N^\ddagger(\epsilon)}h.\quad\square$$

**Lemma 3 (sum over $K$).** For a smooth even $f$, $\sum_{K=-J}^Jf(K)=\int_{-L}^Lf\,dK-f'(L)/12+\dots$ For $f=(\epsilon-aK^2)^n$ with $\epsilon>0$ and $aL^2\le\epsilon$,
$$I\equiv\int_{-L}^{L}f\,dK=2L\,\epsilon^n\,{}_2F_1\!\left(-n,\tfrac12;\tfrac32;\tfrac{aL^2}{\epsilon}\right),$$
and for $a>0$ and any $L$, with $f=0$ where $aK^2>\epsilon$,
$$I=\frac{\epsilon^{n+1/2}}{\sqrt a}\int_0^{x}y^{-1/2}(1-y)^n\,dy,\qquad x=\min\!\left(1,\frac{aL^2}{\epsilon}\right).$$

*Proof.* Taylor expansion about an integer $K$ gives $\int_{K-1/2}^{K+1/2}f=f(K)+f''(K)/24+\dots$, since odd terms vanish and $\int_{-1/2}^{1/2}\tfrac12u^2du=\tfrac1{24}$. Summing over $K$, and replacing $\sum f''$ by $\int_{-L}^Lf''=2f'(L)$ ($f'$ is odd), gives the first statement. The binomial expansion gives $I=2L\epsilon^n\sum_j\binom nj(-aL^2/\epsilon)^j/(2j+1)$. The identities $(-n)_j/j!=(-1)^j\binom nj$ and $(\tfrac12)_j/(\tfrac32)_j=1/(2j+1)$ turn this into the hypergeometric series. The substitution $y=aK^2/\epsilon$, $dK=\tfrac12\sqrt{\epsilon/a}\,y^{-1/2}dy$, applied to $2\int_0^L$, gives the last form. $\square$

At small $L$, $f\approx f(0)(1-\beta aK^2)$, so $-f'(L)/12=\beta aLf(0)/6$, which is $\beta a/12$ relative to $I\approx2Lf(0)$. With $f\approx f(0)e^{-\beta aK^2}$ the relative correction at any $L$ is $\beta a/12$ times the ratio of $f(L)$ to the mean of $f$ over $|K|\le L$. For a prolate top that ratio is at most one, and the integral is adequate when $\beta a\ll1$. For an oblate top it grows with $L$, and the level spacing at the edge, about $2|a|L$, must also be small compared with $k_BT/hc$.

**Lemma 4 (slope).** With sums replaced by integrals, for either sign of $a$ and any smooth counts,
$$\frac{d\ln k_{\rm act}}{dX}=B\langle\beta\rangle-B^\ddagger\langle\beta^\ddagger\rangle+\frac{p^\ddagger(L)-p(L)}{L}.$$
Here $p(K)=\rho(E-R)/I$ and $p^\ddagger(K)=N^\ddagger(E-E_0-R^\ddagger)/I^\ddagger$ are the normalized $K$ distributions, $I$ and $I^\ddagger$ are the two integrals, and $\langle\beta\rangle$, $\langle\beta^\ddagger\rangle$ are averages with $p$ and $p^\ddagger$.

*Proof.* In $I=\int_{-L}^L\rho(E-BX-aK^2)\,dK$ the variable $X$ enters the integrand and both limits, with $dL/dX=1/2L$. Then $dI/dX=-B\int\rho'\,dK+2\rho|_{K=L}/2L$. Since $\rho'=\beta\rho$, division by $I$ gives $d\ln I/dX=-B\langle\beta\rangle+p(L)/L$. The same holds for $I^\ddagger$, and $\ln k_{\rm act}=\ln c+\ln I^\ddagger-\ln I$. $\square$

The first two terms describe overall tumbling draining energy from reactant and TS. The last describes new $K$ values opening at the edge $|K|=L$. It is negative when the TS distribution has less weight at the edge than the reactant distribution.

## Proof of the theorem

*(i)* By (A2) the rate within a conserved block is the total flux of the block divided by its total density of states. For adiabatic $K$ the block is $(J,M,K)$. The reactant vibrations hold $E-R$ and the TS has $\epsilon=E-E_0-R^\ddagger$, so Lemma 2 gives $N^\ddagger/h$ divided by the density per unit energy, which is $\rho/hc$ for $\rho$ per cm⁻¹. The ratio is $cN^\ddagger/\rho$. For active $K$ the block is $(J,M)$, and flux and density are each summed over $K$. Neither depends on $M$, so a sum over $M$ would multiply numerator and denominator by the same $2J+1$.

*(ii)* Integrating the definitions of $\beta$ and $\beta^\ddagger$ gives, for open channels, the exact relation
$$\ln\frac{k_K}{k_0}=\int_0^{R}\beta(E-u)\,du-\int_0^{R^\ddagger}\beta^\ddagger(E-E_0-u)\,du.$$
To first order this is $\beta R-\beta^\ddagger R^\ddagger$, positive if and only if $R^\ddagger/R<\beta/\beta^\ddagger=T^\ddagger/T$. Division by $R$ is allowed because $R=B(X-K^2)+AK^2>0$ for $J\ge1$. For classical oscillators $k_K=\nu[(E-E_0-R^\ddagger)/(E-R)]^n$ in an open channel, and $k_K>k_0$ means $(E-E_0-R^\ddagger)E>(E-E_0)(E-R)$. Cancelling $(E-E_0)E$ leaves $-R^\ddagger E>-(E-E_0)R$, which is $R^\ddagger/R<\tau$. In a closed channel $k_K=0<k_0$, and $R^\ddagger\ge E-E_0$ with $R<E$ gives $R^\ddagger/R>\tau$, so the criterion holds there too.

*(iii)* To first order $\sum_K\rho(E-R)=(2J+1)\rho(E)[1-\beta\bar R]$, with $\bar R$ the unweighted mean, and likewise at the TS. By Lemma 1,
$$\ln\frac{k_{\rm act}}{k_0}=\frac X3\left[\beta(A+2B)-\beta^\ddagger(A^\ddagger+2B^\ddagger)\right],$$
whose sign gives the statement. Lemma 4 has the same limit: $I\approx2Lf(0)(1-\beta aL^2/3)$ and $f(L)\approx f(0)(1-\beta aL^2)$ give $p(L)\approx(1-\tfrac23\beta aL^2)/2L$, so the edge term is $(\beta a-\beta^\ddagger a^\ddagger)/3$, and $B+a/3=(A+2B)/3$.

*(iv)* Under the stated conditions $x=1$ in Lemma 3 for both tops. The two $y$ integrals are then the same number and cancel, which leaves the formula. With $\epsilon=E-BX$ and $\epsilon^\ddagger=E-E_0-B^\ddagger X$,
$$\frac{d\ln k_{\rm act}}{dX}=(n+\tfrac12)\,\frac{B\epsilon^\ddagger-B^\ddagger\epsilon}{\epsilon\,\epsilon^\ddagger}=(n+\tfrac12)\,\frac{B(E-E_0)-B^\ddagger E}{\epsilon\,\epsilon^\ddagger},$$
because the terms $BB^\ddagger X$ cancel. The numerator equals $BE(\tau-B^\ddagger/B)$.

*(v)* The upper inequality and (iii) give the initial fall, provided the first-order slope dominates at $X=0$. There $L=\tfrac12$, and the slope has corrections of order $(\beta^\ddagger a^\ddagger)^2$, which the stated margin makes negligible. Without the margin the fall can be absent: for $A=A^\ddagger=20$, $B=2$, $B^\ddagger=0.5$, $n=8$, $E_0=2000$ and $\tau$ a relative $10^{-4}$ below the upper bound, $k_{\rm act}$ rises from $X=0$ on. The two inequalities together give $A^\ddagger>\tau A+2(\tau B-B^\ddagger)>\tau A>\tau B>B^\ddagger$, so the TS is prolate. Let $X\to E/B$ from below. Then $\epsilon\to0$, while $\epsilon^\ddagger\to E(\tau-B^\ddagger/B)>0$. The first condition of (iv) holds because $\epsilon\to0$. The second holds because $a^\ddagger L^2>(A^\ddagger-B^\ddagger)X\to(A^\ddagger-B^\ddagger)E/B$, which exceeds $E(\tau B-B^\ddagger)/B$ since $A^\ddagger>\tau B$. So (iv) applies, the slope is positive and the formula grows without bound. A continuous function of $X$ that falls first and later exceeds its starting value has a minimum. $\square$

## Remarks

**Meaning of the criterion.** A wavenumber moved into rotation costs the reactant the fraction $\beta$ of its states and the TS the fraction $\beta^\ddagger$ of its channels. When the TS is colder ($\beta^\ddagger>\beta$), as it always is for classical oscillators ($\tau<1$) and as it is in the example below, it loses more per wavenumber and must store less rotational energy by the factor $T^\ddagger/T$ merely to break even. The condition $B^\ddagger<B$ is not enough. It suffices for $K=0$ at fixed vibrational energy $\epsilon_v=E-R$, where $k=cN^\ddagger(\epsilon_v-E_0+R-R^\ddagger)/\rho(\epsilon_v)$ grows whenever $R^\ddagger<R$. For classical oscillators $\tau\to0$ as $E$ approaches the threshold, and rotation slows the reaction there. With a stepped count, a rotation too small to close a channel lowers only $\rho$ and speeds the reaction up. For classical oscillators and $B^\ddagger<B$ the crossover for $K=0$ is $E^*=E_0/(1-B^\ddagger/B)$. In regime (iv) the slope of $k_{\rm act}$ changes sign at the same energy, but the rate there is $k_{\rm act}=k_0\sqrt{a\tau/a^\ddagger}$, which in general differs from $k_0$.

This part has derived the rates for adiabatic and active $K$ and the criteria, within their stated limits, for whether rotation speeds or slows dissociation. What remains is the role of the orientation of $\mathbf J$, the limits of validity, the case of $K$ scrambling at a finite rate, and a worked numerical example.
